**Order of the Coulomb-integral error for three ways of fitting radial products**

The program fits radial products $\rho$ in a muffin-tin sphere by a finite basis and compares the fitted Coulomb integrals with the unfitted ones. Here $\delta\rho$ is the product minus its fit, $v$ is the radial Coulomb operator, $P$ is the overlap projector on the basis, and $\Delta$ is the energy shift of the $s$ and $p$ radial functions. It asserts that the energy derivatives agree with finite differences and a Wronskian identity, that a Coulomb integral agrees with direct double quadrature, and that the two largest eigenvalues of $v$ for $L=1$ are $4R^2/\pi$ and $R^2/\pi$. It also asserts the error identities, the ordering and bound of the Coulomb and robust errors, and the formula that ties the linear overlap error to the missed potential $(1-P)v\rho$. The measured orders in the residual are 0.996 for the overlap metric and 2.000 for the Coulomb metric and for Dunlap's robust expression. With a fixed partner outside the basis, the Coulomb error is of order 1.000. Adding the potential of the single basis function raises the overlap order from 0.999 to 2.000. The second table shows the density residual, the missed potential and the errors as the product basis grows.

## Verification by program

```python
"""
Result under test: Coulomb integrals of radial products fitted in a finite basis.
  Overlap-metric fit used on both sides: error linear in the fitting residual
  (at fixed basis, unless the basis also holds the potentials of its functions).
  Coulomb-metric fit, or Dunlap's robust expression: error = (d_rho|d_sigma).
Symbols: u, udot = radial function and its energy derivative in a sphere of
radius R with potential -Z/r; rho, sigma = radial products with angular part L;
<f|g> = int r^2 f g dr; (f|g) = Coulomb integral; d_rho = rho minus its fit.
Hartree atomic units. All errors are exact value minus fitted value.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss, legvander
from scipy.integrate import dblquad
from scipy.constants import physical_constants

Z, R, L = 3.0, 2.0, 1
ENERGY = {0: -0.2, 1: 0.1, 2: 0.3}
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Radial quadrature and spectral cumulative integration
n_grid = 48
x, w = leggauss(n_grid)
r = R * (1 + x) / 2
w_r = R * w / 2
weight = w_r * r**2
root = np.sqrt(weight)
leg = legvander(x, n_grid)
k = np.arange(n_grid)
antiderivative = np.empty((n_grid, n_grid))
antiderivative[:, 0] = x + 1
antiderivative[:, 1:] = (leg[:, 2:] - leg[:, :-2]) / (2 * k[1:] + 1)
to_coefficients = ((2 * k + 1) / 2)[:, None] * leg[:, :n_grid].T * w
inner = R / 2 * antiderivative @ to_coefficients      # integral from 0 to r
outer = w_r[None, :] - inner                          # integral from r to R
potential_of = 4 * np.pi / (2 * L + 1) * (
    r[:, None]**(-L - 1.0) * inner * r**(L + 2.0)
    + r[:, None]**float(L) * outer * r**(1.0 - L))
coulomb = weight[:, None] * potential_of
coulomb = (coulomb + coulomb.T) / 2
overlap = np.diag(weight)


def radial(l, energy, terms=60):
    """Normalized regular solution u and its energy derivative, as polynomials."""
    a, b = np.zeros(terms), np.zeros(terms)
    a[0] = 1.0
    for j in range(1, terms):
        a2, b2 = (a[j - 2], b[j - 2]) if j > 1 else (0.0, 0.0)
        a[j] = -2 * (Z * a[j - 1] + energy * a2) / (j * (j + 2 * l + 1))
        b[j] = -2 * (Z * b[j - 1] + energy * b2 + a2) / (j * (j + 2 * l + 1))
    u = Polynomial(np.r_[np.zeros(l), a])
    v = Polynomial(np.r_[np.zeros(l), b])
    norm = np.sqrt(weight @ u(r)**2)
    u, v = u / norm, v / norm
    return u, v - u * float(weight @ (u(r) * v(r)))


def orthonormal(basis):
    q, _ = np.linalg.qr(root[:, None] * basis)
    return q / root[:, None]


def fit(rho, basis, metric):
    b = orthonormal(basis)
    return b @ np.linalg.solve(b.T @ metric @ b, b.T @ metric @ rho)


def norm(f):
    return np.sqrt(weight @ f**2)


def errors(rho, sigma, basis):
    """Overlap-fit residual norm of rho; overlap, Coulomb and robust errors."""
    exact = rho @ coulomb @ sigma
    ro, so = fit(rho, basis, overlap), fit(sigma, basis, overlap)
    rc, sc = fit(rho, basis, coulomb), fit(sigma, basis, coulomb)
    robust = ro @ coulomb @ sigma + rho @ coulomb @ so - ro @ coulomb @ so
    return np.array([norm(rho - ro), exact - ro @ coulomb @ so,
                     exact - rc @ coulomb @ sc, exact - robust])


functions = {l: radial(l, e) for l, e in ENERGY.items()}

# Radial functions: finite difference in energy and Wronskian identity
wronskians = []
for l, (u, ud) in functions.items():
    h = 1e-4
    difference = (radial(l, ENERGY[l] + h)[0](r)
                  - radial(l, ENERGY[l] - h)[0](r)) / (2 * h)
    assert norm(difference - ud(r)) < 1e-6
    wronskians.append(R**2 * (u.deriv()(R) * ud(R) - u(R) * ud.deriv()(R)))
assert np.allclose(wronskians, 2.0, atol=1e-8)

(us, usd), (up, upd), (ud_wave, udd) = (functions[l] for l in (0, 1, 2))
rho0 = us(r) * up(r)
sigma0 = up(r) * ud_wave(r)


# Coulomb integral from its definition by direct double quadrature
def integrand(s, t):
    lo, hi = min(s, t), max(s, t)
    return (s * s * t * t * lo**L / hi**(L + 1)
            * us(t) * up(t) * up(s) * ud_wave(s))


direct = 4 * np.pi / (2 * L + 1) * (
    dblquad(integrand, 0, R, 0, lambda t: t, epsabs=1e-10, epsrel=1e-9)[0]
    + dblquad(integrand, 0, R, lambda t: t, R, epsabs=1e-10, epsrel=1e-9)[0])
spectral = rho0 @ coulomb @ sigma0
assert abs(direct - spectral) < 1e-7

# Largest eigenvalues of the Coulomb operator in the sphere, by Rayleigh-Ritz
trial = orthonormal(r[:, None] * leg[:, :12])
ritz = np.linalg.eigvalsh(trial.T @ coulomb @ trial)
bound = 4 * R**2 / np.pi
assert ritz[0] > 0
assert abs(ritz[-1] - bound) < 1e-7
assert abs(ritz[-2] - bound / 4) < 1e-6


def shifted_product(shift):
    return (radial(0, ENERGY[0] + shift)[0](r)
            * radial(1, ENERGY[1] + shift)[0](r))


def orders(basis, partner=None, h=0.05):
    """Order in the shift of the residual; orders of the errors in the residual.
    Logarithms are averaged over both signs of the shift."""
    logs = []
    for step in (h, h / 2):
        pair = []
        for shift in (step, -step):
            rho = shifted_product(shift)
            sigma = rho if partner is None else partner
            pair.append(np.log(np.abs(errors(rho, sigma, basis))))
        logs.append(np.mean(pair, axis=0))
    change = logs[0] - logs[1]
    return change[0] / np.log(2), change[1:] / change[0]


lapw_basis = np.column_stack([rho0, usd(r) * up(r), us(r) * upd(r)])
single = rho0[:, None]
with_potential = np.column_stack([rho0, potential_of @ rho0])

res_order, lapw_orders = orders(lapw_basis)
assert abs(res_order - 2) < 0.1
assert np.allclose(lapw_orders, [1, 2, 2], atol=0.1)
_, partner_orders = orders(lapw_basis, partner=sigma0)
assert abs(partner_orders[1] - 1) < 0.1
single_res_order, single_orders = orders(single)
assert abs(single_res_order - 1) < 0.1
assert np.allclose(single_orders, [1, 2, 2], atol=0.1)
_, potential_orders = orders(with_potential)
assert abs(potential_orders[0] - 2) < 0.1

# Error identities for two different products, both outside the span
rho_t = shifted_product(0.4)
e_pair = errors(rho_t, sigma0, lapw_basis)
for metric, value in ((coulomb, e_pair[2]), (overlap, e_pair[3])):
    d_rho = rho_t - fit(rho_t, lapw_basis, metric)
    d_sigma = sigma0 - fit(sigma0, lapw_basis, metric)
    assert abs(value - d_rho @ coulomb @ d_sigma) < 1e-11

print(f"Z = {Z:.1f}, R = {R:.1f} bohr, L = {L}")
print("E_s, E_p, E_d (hartree):", *ENERGY.values())
print("Wronskian R^2(u' udot - u udot'):",
      *[f"{v:.8f}" for v in wronskians])
print(f"norm of u_s u_p: {norm(rho0):.6f} bohr^-3/2")
print(f"(sp|sp) radial: {rho0 @ coulomb @ rho0:.8f} hartree")
print(f"(sp|pd) radial, spectral: {spectral:.8f} hartree")
print(f"(sp|pd) radial, direct:   {direct:.8f} hartree")
print(f"largest eigenvalue of v: {ritz[-1]:.6f} bohr^2")
print(f"4 R^2/pi:                {bound:.6f} bohr^2")
print("Table 1: basis us*up, usdot*up, us*updot; product shifted by D")
print("D (hartree), residual (bohr^-3/2), errors (hartree):")
print("D      residual   overlap     Coulomb     robust")
for shift in (0.4, 0.2, 0.1, 0.05, 0.025):
    rho = shifted_product(shift)
    e = errors(rho, rho, lapw_basis)
    assert -1e-13 < e[2] <= e[3] + 1e-13
    assert e[3] <= bound * e[0]**2 + 1e-13
    print(f"{shift:.3f}  {e[0]:.3e}  {e[1]:+.3e}  {e[2]:+.3e}  {e[3]:+.3e}")
    if shift == 0.4:
        main = e
        main_exact = rho @ coulomb @ rho
print(f"exact integral at D = 0.4: {main_exact:.8f} hartree")
print("errors at D = 0.4 in meV (overlap, Coulomb, robust):",
      *[f"{1000 * HARTREE_EV * v:.5f}" for v in main[1:]])
print(f"order of residual in D: {res_order:.3f}")
print("orders in residual (overlap, Coulomb, robust):",
      *[f"{v:.3f}" for v in lapw_orders])
print(f"Coulomb order, partner up*ud fixed: {partner_orders[1]:.3f}")
print(f"overlap order, basis us*up only: {single_orders[0]:.3f}")
print(f"overlap order, its potential added: {potential_orders[0]:.3f}")

# Mixed product basis truncated by the eigenvalues of the product overlap
products = np.column_stack([f(r) * g(r)
                            for a, b in ((0, 1), (1, 2))
                            for f in functions[a] for g in functions[b]])
values, vectors = np.linalg.eigh(products.T @ overlap @ products)
values, vectors = values[::-1], vectors[:, ::-1]
print("Table 2: n leading overlap eigenvectors of 8 products; us*up fitted")
print("n, last eigenvalue (bohr^-3), density residual (bohr^-3/2),")
print("potential residual (bohr^1/2), errors (hartree):")
print("n  eigenvalue dens.res.  pot.res.   overlap     Coulomb     robust")
previous = np.inf
for n in range(2, 7):
    basis = products @ vectors[:, :n]
    e = errors(rho0, rho0, basis)
    delta = rho0 - fit(rho0, basis, overlap)
    phi = potential_of @ rho0
    missed = phi - fit(phi, basis, overlap)
    linear = 2 * weight @ (delta * missed)
    assert abs(e[1] - (linear - delta @ coulomb @ delta)) < 1e-9
    assert abs(linear) <= 2 * norm(delta) * norm(missed) + 1e-12
    assert -1e-12 < e[2] <= e[3] + 1e-12
    assert e[2] <= previous + 1e-12
    previous = e[2]
    print(f"{n}  {values[n - 1]:.3e}  {e[0]:.3e}  {norm(missed):.3e}  "
          f"{e[1]:+.3e}  {e[2]:+.3e}  {e[3]:+.3e}")

print("verified")
```

Output:

```
Z = 3.0, R = 2.0 bohr, L = 1
E_s, E_p, E_d (hartree): -0.2 0.1 0.3
Wronskian R^2(u' udot - u udot'): 2.00000000 2.00000000 2.00000000
norm of u_s u_p: 0.773211 bohr^-3/2
(sp|sp) radial: 0.79060114 hartree
(sp|pd) radial, spectral: -0.65613815 hartree
(sp|pd) radial, direct:   -0.65613815 hartree
largest eigenvalue of v: 5.092958 bohr^2
4 R^2/pi:                5.092958 bohr^2
Table 1: basis us*up, usdot*up, us*updot; product shifted by D
D (hartree), residual (bohr^-3/2), errors (hartree):
D      residual   overlap     Coulomb     robust
0.400  2.784e-02  -1.036e-02  +4.750e-04  +7.623e-04
0.200  7.222e-03  -2.403e-03  +3.275e-05  +5.240e-05
0.100  1.826e-03  -5.483e-04  +2.116e-06  +3.381e-06
0.050  4.581e-04  -1.287e-04  +1.339e-07  +2.137e-07
0.025  1.147e-04  -3.101e-05  +8.410e-09  +1.342e-08
exact integral at D = 0.4: 0.64254533 hartree
errors at D = 0.4 in meV (overlap, Coulomb, robust): -281.84057 12.92480 20.74265
order of residual in D: 1.999
orders in residual (overlap, Coulomb, robust): 0.996 2.000 2.000
Coulomb order, partner up*ud fixed: 1.000
overlap order, basis us*up only: 0.999
overlap order, its potential added: 2.000
Table 2: n leading overlap eigenvectors of 8 products; us*up fitted
n, last eigenvalue (bohr^-3), density residual (bohr^-3/2),
potential residual (bohr^1/2), errors (hartree):
n  eigenvalue dens.res.  pot.res.   overlap     Coulomb     robust
2  3.198e-01  2.003e-01  2.932e-01  -1.454e-01  +2.217e-02  +3.327e-02
3  1.485e-01  5.434e-02  1.551e-01  -1.796e-02  +1.444e-03  +1.808e-03
4  6.259e-02  2.782e-03  3.696e-02  +1.973e-04  +1.566e-06  +1.732e-06
5  7.755e-04  5.099e-04  1.485e-02  +1.384e-05  +3.256e-08  +3.713e-08
6  1.775e-05  3.061e-05  6.654e-03  +3.562e-07  +8.406e-11  +9.924e-11
verified
```
